# Auxiliary density matrix method: projection, idempotency and Kohn-Sham matrix

## Setting and result

The auxiliary density matrix method evaluates exact exchange for a density matrix projected onto a small basis and corrects the difference with a generalized gradient approximation (GGA). Hartree atomic units are used.

**Assumptions.**

(A1) The system is closed shell with $n$ doubly occupied real orbitals and $N=2n$ electrons.

(A2) The primary basis $\phi_\mu$ has overlap matrix $S$. The auxiliary basis $\chi_a$ is linearly independent, so $\hat S_{ab}=\langle\chi_a|\chi_b\rangle$ is positive definite. The mixed overlap is $Q_{a\mu}=\langle\chi_a|\phi_\mu\rangle$.

(A3) The occupied orbitals are $\psi_i=\sum_\mu\phi_\mu C_{\mu i}$ with $C^TSC=1$. The density matrix per spin is $P=CC^T$, so $PSP=C(C^TSC)C^T=P$, and the total one is $D=2P$.

(A4) The parent functional is a global hybrid with exact-exchange fraction $a$, GGA exchange $E_x^{\rm GGA}$ and GGA correlation $E_c$, differentiable at the densities that occur. For an energy $E(D)$ of a symmetric $D$, the Kohn-Sham matrix is the symmetric $F$ with $\delta E=\mathrm{Tr}(F\,\delta D)$.

**Theorem.** Let $A=\hat S^{-1}Q$.

(i) The least-squares images of the occupied orbitals in the auxiliary basis have coefficients $\hat C=AC$, and their density matrix is $\hat P=APA^T$.

(ii) The eigenvalues $\lambda_i$ of $\Lambda=\hat C^T\hat S\hat C$ lie in $[0,1]$, and
$$\hat P\hat S\hat P-\hat P=\hat C(\Lambda-1)\hat C^T .$$
$\hat P$ is idempotent if and only if every $\lambda_i$ is 0 or 1. It is idempotent and holds all $N$ electrons if and only if the occupied space lies in the span of the $\chi_a$.

(iii) With $\hat D=ADA^T$, the energy
$$E=E_{\rm nuc}+\mathrm{Tr}\,hD+\tfrac12\mathrm{Tr}\,DJ+E_c[D]+(1-a)E_x^{\rm GGA}[D]+a\big(E_x^{\rm HF}[\hat D]+E_x^{\rm GGA}[D]-E_x^{\rm GGA}[\hat D]\big)$$
has the Kohn-Sham matrix
$$F=h+J+V_c[D]+V_x[D]+A^T\hat WA,\qquad \hat W=a\big(-\tfrac12\hat K[\hat D]-\hat V_x[\hat D]\big),$$
and its stationary orbitals obey $FC=SC\varepsilon$. Here $E_{\rm nuc}$ is the nuclear repulsion, $h$ the core Hamiltonian, $J$ the Coulomb matrix, $\hat K_{ab}=\sum_{cd}(ac|bd)\hat D_{cd}$, and $V_x$, $V_c$, $\hat V_x$ are the GGA matrices of Lemma 5.

## The projection

**Lemma 1.** The functional $R=\sum_i\|\psi_i-\hat\psi_i\|^2$ with $\hat\psi_i=\sum_a\chi_a\hat C_{ai}$ has the unique minimizer $\hat C=AC$.

*Proof.* The three terms of the square are $\sum_i\langle\psi_i|\psi_i\rangle=n$, $\sum_i\langle\hat\psi_i|\psi_i\rangle=\mathrm{Tr}(\hat C^TQC)$ and $\sum_i\langle\hat\psi_i|\hat\psi_i\rangle=\mathrm{Tr}(\hat C^T\hat S\hat C)$, so
$$R=n-2\,\mathrm{Tr}(\hat C^TQC)+\mathrm{Tr}(\hat C^T\hat S\hat C).$$
Put $\hat C=AC+Y$ and use $QC=\hat SAC$. The terms linear in $Y$ are $-2\,\mathrm{Tr}(Y^T\hat SAC)$ from the second term and $+2\,\mathrm{Tr}(Y^T\hat SAC)$ from the third, and they cancel. What remains is $R=R(AC)+\mathrm{Tr}(Y^T\hat SY)$, which exceeds $R(AC)$ for $Y\neq0$ by (A2). $\square$

Part (i) follows: $\hat P=\hat C\hat C^T=ACC^TA^T=APA^T$. The matrix $A$ contains overlap integrals alone, so at fixed nuclei $\hat D=ADA^T$ is a linear map of $D$ with constant coefficients. Part (iii) rests on this.

**Lemma 2.** The operator $\Pi=\sum_{ab}|\chi_a\rangle(\hat S^{-1})_{ab}\langle\chi_b|$ is the orthogonal projector on the auxiliary span, $\Pi\phi_\mu=\sum_a\chi_aA_{a\mu}$, and $\delta_{ij}-\Lambda_{ij}=\langle r_i|r_j\rangle$ with $r_i=(1-\Pi)\psi_i$.

*Proof.* $\Pi$ is symmetric, its range lies in the auxiliary span, and $\Pi\chi_c=\sum_a\chi_a(\hat S^{-1}\hat S)_{ac}=\chi_c$, so $\Pi^2=\Pi$. Acting on $\phi_\mu$ it gives $\sum_a\chi_a(\hat S^{-1}Q)_{a\mu}$, hence $\hat\psi_i=\Pi\psi_i$. Then $\Lambda_{ij}=\langle\Pi\psi_i|\Pi\psi_j\rangle=\langle\psi_i|\Pi|\psi_j\rangle$. Since $(1-\Pi)^2=1-\Pi$, $\langle r_i|r_j\rangle=\langle\psi_i|1-\Pi|\psi_j\rangle=\delta_{ij}-\Lambda_{ij}$. $\square$

## Idempotency

**Lemma 3.** The $\lambda_i$ lie in $[0,1]$, the nonzero eigenvalues of $\hat P\hat S$ are the nonzero $\lambda_i$, and the projected electron number is $\hat N=2\sum_i\lambda_i\le N$.

*Proof.* By Lemma 2 both $\Lambda$ and $1-\Lambda$ are Gram matrices, hence positive semidefinite, which gives $0\le\lambda_i\le1$. If $\Lambda u=\lambda u$ with $\lambda\ne0$ and $u^Tu=1$, the vector $\hat Cu$ has squared norm $u^T\Lambda u=\lambda\neq0$ in the metric $\hat S$, and $\hat P\hat S\,\hat Cu=\hat C\Lambda u=\lambda\,\hat Cu$. A vector $v$ with $\hat C^T\hat Sv=0$ has $\hat P\hat Sv=0$. The columns of $\hat C$ are spanned by vectors of the first kind, because $\hat Cu=0$ when $\lambda=0$, and the second kind is their orthogonal complement, so no other eigenvalue exists. Finally $\hat N=\int\hat\rho=\mathrm{Tr}(\hat D\hat S)=2\,\mathrm{Tr}(\hat C^T\hat S\hat C)$. $\square$

*Proof of part (ii).* Inserting $\hat P=\hat C\hat C^T$ gives $\hat P\hat S\hat P=\hat C\Lambda\hat C^T$, and subtracting $\hat P$ gives the stated defect. Suppose the defect vanishes. Multiplying it by $\hat C^T\hat S$ on the left and by $\hat S\hat C$ on the right gives $\Lambda(\Lambda-1)\Lambda=0$, so $\lambda_i^2(\lambda_i-1)=0$ for each $i$. Conversely, with orthonormal eigenvectors $u_i$ of $\Lambda$ the defect is $\sum_i(\lambda_i-1)(\hat Cu_i)(\hat Cu_i)^T$. A term with $\lambda_i=1$ vanishes through its prefactor and a term with $\lambda_i=0$ through $\hat Cu_i=0$. For the last claim, $\hat N=N$ with $\lambda_i\le1$ forces $\Lambda=1$. By Lemma 2 this is equivalent to $r_i=0$ for all $i$, that is, to $\psi_i=\Pi\psi_i$. $\square$

**Remark 1 (meaning of $\lambda_i$).** The normalized occupied function $\psi'_i=\sum_j\psi_j(u_i)_j$ has $\|\Pi\psi'_i\|^2=\lambda_i$, the squared cosine of its angle with the auxiliary span. For $\lambda_i>0$ the functions $\eta_i=\Pi\psi'_i/\sqrt{\lambda_i}$ are orthonormal, since $u_i^T\Lambda u_j=\lambda_i\delta_{ij}$, and the projected one-particle matrix per spin is $\hat\gamma=\sum_i\lambda_i|\eta_i\rangle\langle\eta_i|$. The $\lambda_i$ are therefore occupation numbers. When one is fractional, $\hat\gamma$ is not a projector and belongs to no Slater determinant. By Lemma 3 a scalar measure of the defect is $\mathrm{Tr}[\hat P\hat S-(\hat P\hat S)^2]=\sum_i\lambda_i(1-\lambda_i)$.

**Remark 2 (the smallest counterexample).** Let the occupied orbital and the single auxiliary function be normalized s Gaussians $(2\zeta/\pi)^{3/4}e^{-\zeta r^2}$ on one centre, with $\zeta=\alpha$ and $\zeta=\beta$. With $\int e^{-(\alpha+\beta)r^2}d^3r=[\pi/(\alpha+\beta)]^{3/2}$ the overlap is $(4\alpha\beta)^{3/4}/(\alpha+\beta)^{3/2}$. Because $\hat S=1$, $\lambda$ is its square:
$$\lambda=\left[\frac{2\sqrt{\alpha\beta}}{\alpha+\beta}\right]^3 .$$
The geometric mean lies below the arithmetic mean unless $\alpha=\beta$, so $0<\lambda<1$ for unequal exponents. For $\alpha=1.0$ and $\beta=0.5$ bohr$^{-2}$, $\lambda=(1.41421/1.5)^3=0.83805$ and $\lambda(1-\lambda)=0.13572$.

**Remark 3 (idempotent but incomplete).** In a restricted Hartree-Fock neon atom in the cc-pVDZ basis with spherical d functions, spherical symmetry makes 1s and 2s pure s and 2p pure p. Take the s shells of that basis as the auxiliary set. The s orbitals lie in its span and the p orbitals are orthogonal to it, so $\lambda=0,0,0,1,1$. $\hat P$ is idempotent, yet $\hat N=4$ of 10 electrons. Idempotency alone does not measure the quality of the auxiliary basis.

## The energy and its derivative

For a determinant of doubly occupied orbitals each spin contributes $-\frac12\iint\gamma(\mathbf r,\mathbf r')^2/|\mathbf r-\mathbf r'|$, with $\gamma$ the one-particle matrix per spin. The method defines the auxiliary exchange energy by the same expression with $\hat\gamma(\mathbf r,\mathbf r')=\sum_{ab}\chi_a(\mathbf r)\hat P_{ab}\chi_b(\mathbf r')$, whether or not $\hat P$ is idempotent. Summing two spins and using $\hat P=\hat D/2$,
$$E_x^{\rm HF}[\hat D]=-\tfrac14\sum_{abcd}\hat D_{ab}\hat D_{cd}\,(ac|bd),$$
$$(ac|bd)=\iint\frac{\chi_a(\mathbf r)\chi_c(\mathbf r)\chi_b(\mathbf r')\chi_d(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$
The identity $E_x^{\rm HF}[D]=E_x^{\rm HF}[\hat D]+(E_x^{\rm HF}[D]-E_x^{\rm HF}[\hat D])$ becomes the energy of part (iii) when the bracket is replaced by $E_x^{\rm GGA}[D]-E_x^{\rm GGA}[\hat D]$. At a given $D$ the energy then differs from that of the parent hybrid by $a\Delta$, with
$$\Delta=E_x^{\rm HF}[\hat D]-E_x^{\rm HF}[D]+E_x^{\rm GGA}[D]-E_x^{\rm GGA}[\hat D].$$
Nothing derived here fixes the sign of $\Delta$, and the example below has an energy beneath that of the parent hybrid.

**Lemma 4.** $\delta E_x^{\rm HF}[\hat D]=\mathrm{Tr}(-\frac12\hat K\,\delta\hat D)$.

*Proof.* The product rule gives two terms. The first is $-\frac14\sum\delta\hat D_{ab}\hat D_{cd}(ac|bd)$. In the second, $-\frac14\sum\hat D_{ab}\,\delta\hat D_{cd}(ac|bd)$, rename $a\leftrightarrow c$ and $b\leftrightarrow d$; the integral becomes $(ca|db)=(ac|bd)$ for real functions, so the two terms are equal. Their sum is $-\frac12\sum_{ab}\delta\hat D_{ab}\hat K_{ab}$. $\hat K$ is symmetric: $\hat K_{ba}=\sum_{cd}(bc|ad)\hat D_{cd}=\sum_{cd}(ad|bc)\hat D_{dc}=\hat K_{ab}$, by interchange of $\mathbf r$ and $\mathbf r'$ and the symmetry of $\hat D$. Idempotency is not used. $\square$

**Lemma 5.** Let $E^{\rm GGA}=\int f(\rho,\sigma)\,d^3r$, with $f$ the closed-shell energy density, $\rho=\sum_{ab}D_{ab}\chi_a\chi_b$ the total density in any basis and $\sigma=|\nabla\rho|^2$. Then $\delta E^{\rm GGA}=\mathrm{Tr}(V\,\delta D)$ with
$$V_{ab}=\int\Big[\frac{\partial f}{\partial\rho}\chi_a\chi_b+2\frac{\partial f}{\partial\sigma}\nabla\rho\cdot\nabla(\chi_a\chi_b)\Big]d^3r .$$

*Proof.* $\delta f=(\partial f/\partial\rho)\,\delta\rho+(\partial f/\partial\sigma)\,\delta\sigma$ with $\delta\sigma=2\nabla\rho\cdot\nabla\delta\rho$ and $\delta\rho=\sum_{ab}\delta D_{ab}\chi_a\chi_b$. Collecting the coefficient of $\delta D_{ab}$ gives $V_{ab}$. No integration by parts occurs, so the statement also holds with the integral replaced by a fixed quadrature sum. $\square$

The matrix $\hat V_x[\hat D]$ is this expression in the auxiliary basis at the density $\hat\rho=2\sum_i\hat\psi_i^2$, which is nonnegative but integrates to $\hat N$.

*Proof of part (iii).* The one-electron term gives $h$. The Coulomb term $\frac12\sum D_{\mu\nu}D_{\kappa\tau}(\mu\nu|\kappa\tau)$ gives two equal contributions by the symmetry $(\mu\nu|\kappa\tau)=(\kappa\tau|\mu\nu)$, in total $J_{\mu\nu}=\sum_{\kappa\tau}(\mu\nu|\kappa\tau)D_{\kappa\tau}$. The two primary exchange terms add to $(1-a)+a=1$ times $E_x^{\rm GGA}[D]$, so Lemma 5 gives $V_x[D]$ with unit weight, and $V_c[D]$. The remainder is $E_{\rm aux}=a(E_x^{\rm HF}[\hat D]-E_x^{\rm GGA}[\hat D])$, for which Lemmas 4 and 5 give $\delta E_{\rm aux}=\mathrm{Tr}(\hat W\,\delta\hat D)$. Since $A$ is constant, $\delta\hat D=A\,\delta D\,A^T$, and cyclic invariance of the trace gives
$$\delta E_{\rm aux}=\mathrm{Tr}(\hat WA\,\delta D\,A^T)=\mathrm{Tr}(A^T\hat WA\,\delta D).$$
$A^T\hat WA$ is symmetric because $\hat W$ is. For the orbital equation, $\delta D=2(\delta C\,C^T+C\,\delta C^T)$, and the two terms have equal traces with the symmetric $F$, so $\delta E=4\,\mathrm{Tr}(\delta C^TFC)$. The constraint term $2\,\mathrm{Tr}[\varepsilon(C^TSC-1)]$ with symmetric multipliers $\varepsilon$ varies by $4\,\mathrm{Tr}(\delta C^TSC\varepsilon)$. Equating the two for all $\delta C$ gives $FC=SC\varepsilon$. The replacement $C\to CU$ with orthogonal $U$ leaves $D$ and $F$ unchanged, so $\varepsilon$ can be made diagonal. No constraint is imposed in the auxiliary basis, so no further multiplier appears. $\square$

**Remark 4 (gradient and orbital energies).** For $\delta C=C_vk$, with $C_v$ the virtual orbitals, $\delta E=4\,\mathrm{Tr}(k^TC_v^TFC)$. The derivation of $F$ holds for every symmetric $\delta D$, including those that leave the idempotent matrices. With $D=\sum_in_ic_ic_i^T$ and fixed orbitals, $\partial E/\partial n_i=c_i^TFc_i=\varepsilon_i$ at the solution.

**Remark 5 (operator form and limits).** Let $\hat w$ be the operator whose matrix in the auxiliary basis is $\hat W$. By Lemma 2, $(A^T\hat WA)_{\mu\nu}=\langle\Pi\phi_\mu|\hat w|\Pi\phi_\nu\rangle$. The method is thus a full GGA to which the swap of local for nonlocal exchange is added inside the auxiliary span. A function orthogonal to that span, such as a 2p orbital in Remark 3, sees the GGA matrix alone. In the opposite limit every primary function lies in the span, $\phi_\mu=\Pi\phi_\mu=\sum_a\chi_aA_{a\mu}$. Then $\hat\gamma=\gamma$ as functions for every $D$, so $\Delta$ vanishes identically, and both $E$ and $F$ equal those of the parent hybrid. If just the occupied orbitals lie in the span, $\Delta=0$ at that $D$, but the argument for $F$ does not apply, since neighbouring $D$ need not share the property.

**Remark 6 (cost).** Exchange integrals are needed in the auxiliary basis alone. A basis of $k$ real functions has $M=k(k+1)/2$ pairs and $M(M+1)/2$ distinct integrals, of order $k^4$. If both bases grow in proportion to the system, this unscreened count falls by a factor that tends to a constant, with the same exponent; the projection by itself does not lower the exponent. The Coulomb term and the GGA terms of $D$ stay in the primary basis, and the correction adds one GGA exchange evaluation, $E_x^{\rm GGA}[\hat D]$ with $\hat V_x[\hat D]$, in the auxiliary basis.

## Where part (iii) fails: the purified projection

**Lemma 6.** Let all $\lambda_i>0$. The best fit with orthonormal auxiliary orbitals is $\tilde C=\hat C\Lambda^{-1/2}$, with $\tilde P=\hat C\Lambda^{-1}\hat C^T$ idempotent and $\mathrm{Tr}\,\tilde P\hat S=n$. For $E_{\rm aux}$ evaluated at $\tilde D=2\tilde P$,
$$\delta E_{\rm aux}=4\,\mathrm{Tr}(\delta C^TG),\qquad G=A^T(1-\hat S\tilde P)\,\hat W[\tilde D]\,\hat C\Lambda^{-1},\qquad C^TG=0 .$$

*Proof.* For trial coefficients $T$ with $T^T\hat ST=1$, the expression in Lemma 1 is $R=2n-2\,\mathrm{Tr}(T^T\hat S\hat C)=2n-2\,\mathrm{Tr}(T^T\hat S\tilde C\Lambda^{1/2})$. In the eigenbasis of $\Lambda$ the trace is $\sum_i\sqrt{\lambda_i}\,(Tu_i)^T\hat S(\tilde Cu_i)$. Both vectors have unit norm, because $\tilde C^T\hat S\tilde C=\Lambda^{-1/2}\Lambda\Lambda^{-1/2}=1$, so each product is at most 1, with equality for $T=\tilde C$. Next, $\tilde P\hat S\tilde P=\hat C\Lambda^{-1}\Lambda\Lambda^{-1}\hat C^T=\tilde P$ and $\mathrm{Tr}\,\tilde P\hat S=\mathrm{Tr}\,\Lambda^{-1}\Lambda=n$. For the variation, $\delta(\Lambda^{-1})=-\Lambda^{-1}\delta\Lambda\,\Lambda^{-1}$ and $\delta\Lambda=\delta\hat C^T\hat S\hat C+\hat C^T\hat S\,\delta\hat C$ give
$$\delta\tilde P=\delta\hat C\Lambda^{-1}\hat C^T+\hat C\Lambda^{-1}\delta\hat C^T-\hat C\Lambda^{-1}\delta\hat C^T\hat S\tilde P-\tilde P\hat S\,\delta\hat C\Lambda^{-1}\hat C^T .$$
The second and third terms combine to $\hat C\Lambda^{-1}\delta\hat C^T(1-\hat S\tilde P)$, and the first and fourth to its transpose. Hence $\delta E_{\rm aux}=2\,\mathrm{Tr}(\hat W\delta\tilde P)=4\,\mathrm{Tr}[\delta\hat C^T(1-\hat S\tilde P)\hat W\hat C\Lambda^{-1}]$, and $\delta\hat C^T=\delta C^TA^T$ gives $G$. Finally $C^TA^T(1-\hat S\tilde P)=\hat C^T-\Lambda\Lambda^{-1}\hat C^T=0$. $\square$

The map $C\mapsto\tilde P$ is nonlinear, and $G$ differs from $A^T\hat WAC$ by the projector and by $\Lambda^{-1}$. Variations of $n$ doubly occupied orbitals determine the virtual-occupied block $C_v^TG$ and leave the other blocks of a Kohn-Sham matrix open; orbital energies require a further definition of $\tilde P$ at fractional occupation. If some $\lambda_i=0$, as in Remark 3, $\Lambda^{-1}$ does not exist.

## Worked example: water with PBE0

The molecule has a fixed geometry near equilibrium, O–H 0.96 Å and angle 104.5°. The parent functional is PBE0 ($a=0.25$), the correction is PBE exchange, the primary basis is def2-TZVP (43 functions) and the auxiliary basis 3-21G (13 functions). GGA terms use an atom-centred quadrature with 60 radial and 194 angular points per atom. All errors are relative to PBE0 in the same primary basis and grid, a reference that retains its functional, basis and grid errors. On a grid of 80 radial and 302 angular points the total and orbital energies below move by about $10^{-6}$ hartree, the exchange errors by up to $4\times10^{-6}$ hartree, and their changes with geometry by about $10^{-5}$ hartree. The dependence on the two bases is much larger and is given where it matters. The integral counts of Remark 6 are $946\cdot947/2=447931$ and $91\cdot92/2=4186$, a ratio of 107.

*Projection.* At the self-consistent PBE0 orbitals, diagonalization of $\Lambda$ gives $\lambda=0.981445$, $0.988305$, $0.997331$, $0.997382$, $0.999537$. The sum is $4.96400$, so $\hat N=9.92800$ and $0.07200$ electrons are lost. The defect is
$$\sum_i\lambda_i(1-\lambda_i)=0.01821+0.01156+0.00266+0.00261+0.00046=0.03550 .$$

*Exchange at the PBE0 density*, in hartree:

| | primary $D$ | projected $\hat D$ | primary minus projected |
|---|---|---|---|
| HF | $-8.935873$ | $-8.893306$ | $-0.042567$ |
| PBE | $-8.929554$ | $-8.881646$ | $-0.047908$ |

Without the correction the exchange error is $+0.042567$. With it, $\Delta=0.042567-0.047908=-0.005341$, smaller in size by a factor of 8.0 and opposite in sign. Both the factor and the sign belong to this pair of bases: def2-TZVPD as the primary basis gives $+0.048242$ without and $-0.001461$ with the correction, and 6-31G as the auxiliary basis, with def2-TZVP kept, gives $+0.030790$ and $+0.000565$. The energy at the PBE0 density is $-76.377323+0.25(-0.005341)=-76.378658$ hartree, the first number being the PBE0 energy.

*Self-consistency.* At the PBE0 orbitals the gradient of Remark 4 has Frobenius norm $4\|C_v^TFC\|=0.12496$ hartree, so they do not solve $FC=SC\varepsilon$. Iterating this equation with DIIS extrapolation lowers the energy by $0.000353$ to $-76.379011$ hartree, which is $0.001688$ hartree ($0.046$ eV) below PBE0. The gradient is large for so small a relaxation. If the energy is quadratic along the gradient with curvature $H$ and the solution is the minimum, then $0.12496^2/(2H)\le0.000353$, so $H\ge22$ hartree. The second difference of the energy along the gradient gives $H\approx101$ hartree. The stiffness comes from the virtual side: half of the squared gradient mixes in a single virtual orbital at 43 hartree, while the occupied oxygen core orbital carries only 5 % of it and the second and third occupied orbitals carry 49 % and 30 %. The highest occupied level moves from $-0.326926$ to $-0.328960$ hartree and the lowest virtual level from $0.031304$ to $0.032262$ hartree. The gap rises from $0.358230$ to $0.361223$ hartree, that is from $9.75$ to $9.83$ eV. These values are not converged in the primary basis. With the diffuse functions of def2-TZVPD and the same auxiliary basis, the gap goes only from $9.183$ to $9.185$ eV, the highest occupied level moves up from $-0.333477$ to $-0.333311$ hartree, and the energy lies $0.000854$ hartree ($0.023$ eV) below PBE0.

*Purification and the absolute exchange energy.* With $\tilde D$ in place of $\hat D$ at the PBE0 orbitals, the exchange error is $-0.035765$ hartree without the correction and $-0.031002$ with it, about six times the unpurified $\Delta$ in size. This comparison concerns the absolute energy at one geometry and need not carry over to energy differences: when both O–H bonds are stretched from 0.96 to 1.10 Å, with the PBE0 orbitals of each geometry, the corrected error changes by $-0.00137$ hartree without purification and by $-0.00003$ hartree with it. When the angle is opened from 104.5° to 125° at the original bond length, the changes are $-0.0017$ hartree without purification and $-0.0027$ hartree with it, so which variant does better depends on the displacement. At the original geometry, the two errors of the purified projection give $E_x^{\rm HF}[\tilde D]=-8.935873-0.035765=-8.971638$ and $E_x^{\rm PBE}[\tilde D]=-8.929554-(0.035765-0.031002)=-8.934317$. Going from $\tilde D$ to $\hat D$ raises the HF term by $0.078332$ and the PBE term by $0.052671$, so
$$\Delta=-0.031002+(0.078332-0.052671)=-0.005341 .$$
The small unpurified error in this case is a partial cancellation between the error at the purified projection and the unequal response of the two functionals to the fractional occupations. The ratio of the responses is $0.052671/0.078332=0.67$. Under a uniform scaling $D\to sD$ the HF expression varies as $s^2$ and local-density exchange, $\propto\int\rho^{4/3}$, as $s^{4/3}$, which for equal energies gives a ratio of slopes of $2/3$ at $s=1$. This estimate is close to the observed ratio but does not derive it, since the $\lambda_i$ are unequal and PBE has gradient terms. Under uniform scaling of $\tilde D$ the ratio of the PBE and HF slopes is $0.64$. Orbital by orbital, the ratio of the expectation values of $\hat V_x[\tilde D]$ and $-\tfrac12\hat K[\tilde D]$ in $\eta_i$ runs from $0.61$ to $0.69$, with $0.676$ and $0.675$ for the smallest and second smallest $\lambda_i$, which lose most of the charge.

The gradient of the purified auxiliary term $E_{\rm aux}$ also departs from the form of part (iii). Take $k$ as the normalized difference $C_v^TG-C_v^TA^T\hat W[\tilde D]AC$, the direction in which the two expressions differ most. Lemma 6 gives for $E_{\rm aux}$ the slope $4\,\mathrm{Tr}(k^TC_v^TG)=+0.006774$ hartree, while $A^T\hat WAC$ in place of $G$ gives $-0.050497$ hartree, with the wrong sign for this term along this direction.

Numerical values quoted here were computed with a short program.
